# Gibbs-Thomson shift of the dissolution potential of a 2 nm platinum particle

**Question.** A platinum particle 2 nm in diameter and a flat piece of bulk platinum are in contact with the same electrolyte, at the same temperature and the same activity of Pt²⁺ ions. The metal dissolves by

\[
\mathrm{Pt} \rightleftharpoons \mathrm{Pt^{2+}} + 2e^- .
\]

The surface energy is 2.4 J/m². How far below the bulk value does the equilibrium potential of the particle lie, and how does the shift depend on size?

**Answer.** It lies about 0.23 V below, and the shift is inversely proportional to the diameter. The particle pays for its surface, each atom that leaves reduces that surface, and the free energy released is shared between the two electrons of the reaction.

## The chemical potential of a small particle

The particle is taken as a sphere of radius \(r\) with \(N\) atoms, each occupying the bulk atomic volume \(\Omega\). The surface energy \(\gamma\) is the same in all directions and does not depend on size. The surface is free of oxide. The algebra is in atomic units, so the elementary charge is 1.

The free energy of the particle is that of \(N\) bulk atoms plus a surface term:

\[
G(N)=N\mu_{\rm b}+G_s,\qquad G_s=4\pi r^2\gamma .
\]

The radius and the number of atoms are tied by the volume,

\[
N\Omega=\frac{4\pi r^3}{3}
\quad\Rightarrow\quad
\Omega\,dN=4\pi r^2\,dr
\quad\Rightarrow\quad
\frac{dr}{dN}=\frac{\Omega}{4\pi r^2}.
\]

The chemical potential is \(dG/dN\). Its excess over the bulk value is therefore

\[
\Delta\mu=\frac{dG_s}{dr}\,\frac{dr}{dN}
=8\pi r\gamma\,\frac{\Omega}{4\pi r^2}
=\frac{2\gamma\Omega}{r}.
\]

This is the Gibbs-Thomson relation. The factor 2 comes from differentiating \(r^2\), and \(r\) is the radius, not the diameter.

A derivative with respect to a whole number of atoms needs a justification. Since \(r\propto N^{1/3}\), the surface term is \(G_s=cN^{2/3}\) with constant \(c\). Removing one atom releases

\[
cN^{2/3}\left[1-\left(1-\frac1N\right)^{2/3}\right]
\approx\frac{2c}{3}N^{-1/3}\left(1+\frac{1}{6N}\right).
\]

The factor in front is the derivative. For a few hundred atoms the correction \(1/(6N)\) is below one part in a thousand. This justifies the derivative for a smooth sphere; the effect of real atomic sites is taken up below.

## From chemical potential to electrode potential

Let \(U\) be the electrode potential in the reduction convention, so that a lower equilibrium value means easier dissolution. Raising \(U\) lowers the energy of an electron in the metal: \(\mu_e=\mu_e^0-U\). For a metal that gives up \(z\) electrons per atom, equilibrium requires

\[
\mu_{\rm M}=\mu_{\rm ion}+z(\mu_e^0-U)
\quad\Rightarrow\quad
U=\frac{\mu_{\rm ion}+z\mu_e^0-\mu_{\rm M}}{z}.
\]

Particle and bulk share \(\mu_{\rm ion}\) and \(\mu_e^0\). Subtracting the bulk equation from that of the particle leaves

\[
\Delta U=-\frac{\Delta\mu}{z}=-\frac{2\gamma\Omega}{zr}
=-\frac{\gamma\Omega}{r}\qquad(z=2).
\]

The two factors of 2 that cancel have different origins: one is geometric, the other counts electrons.

## The numbers

Platinum is face-centred cubic, with four atoms in a cube of edge \(a\). With the rough value \(a=0.392\) nm,

\[
\Omega=\frac{a^3}{4}=\frac{(0.392)^3}{4}=0.01506\ \mathrm{nm^3}.
\]

The surface energy of 2.4 J/m² equals 14.98 eV/nm². At \(r=1.0\) nm,

\[
\Delta\mu=\frac{2\times14.98\times0.01506}{1.0}=0.451\ \mathrm{eV},
\qquad
\Delta U=-\frac{0.451}{2}=-0.226\ \mathrm{V}.
\]

The shift is thus \(-226\) mV. The third digit serves to follow the arithmetic; the model supports about 0.2 V, as the corrections below show.

At fixed \(\gamma\), the shift is \(-0.150\) V for a diameter of 3 nm, \(-0.090\) V for 5 nm and \(-0.045\) V for 10 nm. It vanishes for a large particle, as it must. The formula diverges as \(r\to0\), but it loses its meaning before that, because a cluster of a few atoms has no bulk interior and no size-independent surface energy. The shift is also proportional to \(\gamma\), so a 10 % error in the surface energy gives a 10 % error in the shift.

## What happens at this potential

The free energy of the particle can be measured from that of its atoms as dissolved ions, with their electrons left in the electrode:

\[
\Phi(N)=N\mu_{\rm b}+G_s-N\left[\mu_{\rm ion}+z(\mu_e^0-U)\right].
\]

Bulk equilibrium at \(U_{\rm b}\) gives \(\mu_{\rm ion}+z\mu_e^0=\mu_{\rm b}+zU_{\rm b}\). Inserting this cancels \(\mu_{\rm b}\):

\[
\Phi(N)=cN^{2/3}+z(U-U_{\rm b})N .
\]

Setting the first derivative to zero returns the Gibbs-Thomson shift. The second derivative is

\[
\frac{d^2\Phi}{dN^2}=-\frac{2c}{9}N^{-4/3}<0 ,
\]

so the equilibrium is a maximum. For the 2 nm sphere, with the potential held at \(-0.226\) V from bulk, a numerical search puts the maximum at 278 atoms, which is the size of the particle itself. A slightly smaller particle lowers its free energy by dissolving and a slightly larger one by growing.

The same instability acts between particles on a common conducting support. They share one potential and one electrolyte, but an atom in a 2 nm particle has a higher chemical potential than one in a 3 nm particle, by \(2(0.226-0.150)\approx0.15\) eV. Transfer of platinum from the small particle to the large one is downhill.

A different potential answers a different question. The surface energy per atom of the whole particle is

\[
\frac{G_s}{N}=4\pi r^2\gamma\,\frac{3\Omega}{4\pi r^3}=\frac{3\gamma\Omega}{r},
\]

which is 3/2 times \(\Delta\mu\). Here it is 188.2 eV divided by 278 atoms, or 0.677 eV, and corresponds to a shift of \(-0.338\) V. At that potential the intact particle and the fully dissolved one have equal free energy, but a barrier lies between them. The maximum of \(\Phi\) is then at a radius \(r^*=2r/3\), because the Gibbs-Thomson shift there is 3/2 times larger. At a maximum \(z(U-U_{\rm b})N=-\tfrac23G_s\), so the height is one third of the surface energy at \(r^*\):

\[
\Phi_{\max}=\frac13\left(\frac23\right)^2\times188.2\ \mathrm{eV}\approx28\ \mathrm{eV}.
\]

Thermal motion does not supply such an energy. In this model the smooth shrinking of the particle is downhill from the start once the potential exceeds the value shifted by \(-0.226\) V, and this is why the slope, not the average, answers the question.

## Does the relation survive at the scale of atoms?

A cluster of this size is mostly surface: in a truncated octahedron of 201 atoms, 122 are surface atoms. A simple model shows what remains of the continuum law. Let each pair of nearest neighbours, at distance \(b\), contribute a bond energy \(\varepsilon\). A bulk atom has 12 neighbours, and each bond is shared by two atoms, so an atom with \(n_i\) neighbours contributes \((12-n_i)\varepsilon/2\) to the excess energy.

An atom on a (111) facet has lost three neighbours and occupies an area \(\sqrt3b^2/2\). One on a (100) facet has lost four and occupies \(b^2\). Hence

\[
\gamma_{111}=\frac{3\varepsilon/2}{\sqrt3b^2/2}=\frac{\sqrt3\,\varepsilon}{b^2},
\qquad
\gamma_{100}=\frac{2\varepsilon}{b^2}.
\]

In a truncated octahedron with equal edges \(s\), the facets lie at distances \(h_{111}=\sqrt6s/2\) and \(h_{100}=\sqrt2s\) from the centre. Both ratios, \(\gamma_{100}/\gamma_{111}\) and \(h_{100}/h_{111}\), equal \(2/\sqrt3\). Thus \(\gamma_i/h_i\) has one value \(\lambda\) for all facets, which is the Wulff condition for the equilibrium shape. The volume is a sum of pyramids, \(V=\frac13\sum h_iA_i\), so the surface energy is

\[
F=\sum_i\gamma_iA_i=\lambda\sum_i h_iA_i=3\lambda V=3\lambda N\Omega .
\]

For a fixed shape \(F\propto N^{2/3}\), and therefore

\[
\Delta\mu=\frac{dF}{dN}=\frac{2F}{3N}=2\lambda\Omega=\frac{2\gamma_{111}\Omega}{h_{111}} .
\]

The facet distance has taken the place of the radius. To compare with counted bonds, use \(\Omega=b^3/\sqrt2\) and \(V=8\sqrt2s^3\). Then \(s^3=Nb^3/16\), and

\[
F=\frac{3\gamma_{111}N\Omega}{h_{111}}=\frac{3N\varepsilon b}{s}
=3(16)^{1/3}N^{2/3}\varepsilon .
\]

Between the clusters of 38 and 201 atoms, direct counting gives an increase of 174.0 bonds, and the law gives 173.9. Between 201 and 586 atoms both give 270.0. Within this bond model, edges and corners hardly disturb the average between complete clusters. The comparison says nothing about how well such bonds describe platinum.

Single atoms behave differently. A corner atom of the 201-atom cluster has six bonds, as many as an atom at a kink on a bulk surface, the site from which a crystal can be taken apart repeatedly. Removing the first corner atom thus costs as much as removing an atom from bulk, and its shift is zero in this model. The gain comes later: stripping the cluster from 201 to 38 atoms breaks on average \(6-174/163\approx4.9\) bonds per atom instead of six. The faceted form of the Gibbs-Thomson relation, \(\Delta\mu=2\gamma_{111}\Omega/h_{111}\), integrated over all sizes from 201 to 38 atoms, reproduces this average. At a single size it gives the slope of the smooth law, not the potential at which the first atom leaves. For 201 atoms that slope is \(2F/(3N)=0.86\,\varepsilon\). At the corresponding potential the first corner atom is uphill by \(0.86\,\varepsilon\), and stripping a whole (100) facet of nine atoms, which breaks 48 bonds instead of 54, is still uphill by \(9\times0.86-6\approx1.7\,\varepsilon\). With \(\varepsilon\approx0.64\) eV, which makes the mean surface energy 2.4 J/m², that is about 1 eV, so on the discrete cluster the slope potential is not the onset of barrier-free dissolution.

## How large are the neglected effects?

**Facets.** Take a truncated octahedron with the same volume and the same area-averaged surface energy as the sphere. Since \(\Delta\mu=2F/(3N)\) for either shape, the shift grows by the ratio of areas. The polyhedron has area \((6+12\sqrt3)s^2\), and a sphere of volume \(V\) has area \((36\pi)^{1/3}V^{2/3}\), so

\[
\frac{A}{A_{\rm sphere}}=\frac{6+12\sqrt3}{(36\pi)^{1/3}(8\sqrt2)^{2/3}}=1.099 .
\]

The fall increases by 0.022 V.

**Double layer.** At fixed potential the interface is charged. With a constant capacitance \(C\) per area and a distance \(\phi\) from the potential of zero charge, a charge density \(q\) changes the surface energy by \(q^2/(2C)-q\phi\). The minimum is at \(q=C\phi\), where the change is \(-C\phi^2/2\). Rough values of 30 µF/cm² and 0.7 V lower \(\gamma\) by 0.073 J/m² and the fall by 0.007 V.

**Adsorbed oxygen species.** Let a fraction \(\theta\) of the surface sites hold an adsorbate with mean net free-energy gain \(g\), repulsion between adsorbates included. Both are set by hand and taken as independent of particle size; an adsorption isotherm would link them. The surface energy falls by \(\theta n_sg\). On a (111) facet the site density is \(n_s=4/(\sqrt3a^2)=15.0\) per nm². With the rough values \(\theta=0.25\) and \(g=0.3\) eV the drop is 0.181 J/m², which reduces the fall by 0.017 V.

**Elastic compression.** Surface stress \(f\), the work of stretching a surface per unit of added area, squeezes the particle. For a small uniform linear strain \(\eta\) the volume changes by the fraction \(3\eta\) and the area by \(2\eta\). With bulk modulus \(K\) and constant \(f\), the energy is

\[
W=\frac92KV\eta^2+2fA\eta .
\]

Setting \(dW/d\eta=0\) and using \(A/V=3/r\) gives \(\eta=-2f/(3Kr)\). At the minimum the quadratic term cancels half of the linear one, so

\[
W_{\min}=fA\eta=-\frac{8\pi f^2r}{3K},
\qquad
\frac{dW_{\min}}{dN}=-\frac{8\pi f^2}{3K}\,\frac{\Omega}{4\pi r^2}
=-\frac{2f^2\Omega}{3Kr^2}.
\]

With \(r\) the unstrained radius fixed by \(N\Omega\), surface stress enters at second order, which is why the leading formula contains the surface energy. For the rough values \(f=5\) J/m² and \(K=250\) GPa, \(\Delta\mu\) changes by \(-0.0063\) eV and the fall shrinks by 0.003 V. This term scales as \(1/r^2\), so it fades faster with size than the main one. If 1 nm is instead the actual, compressed radius, the unstrained radius is larger by the fraction \(|\eta|\approx0.013\), and the fall shrinks by a further 0.003 V, a term of first order in \(f\).

Added together without cross terms, the four changes turn a fall of 0.226 V into 0.221 V. The near cancellation belongs to these inputs. The individual terms, up to about 10 % of the result for these inputs, say more about its uncertainty than their sum does, and a full adsorbate layer would raise this to about 30 %. Two inputs matter more than these four terms. The radius is defined through \(N\Omega\): the 201-atom cluster then has a diameter of 1.80 nm, while the polyhedron through its outer atom centres has the volume of a 1.54 nm sphere, a difference of 16 %. The surface energy is also uncertain: gradient-corrected density-functional values for the (111) facet lie near 1.5 J/m², which would give a shift of \(-0.14\) V.

## Beside a real catalyst

Platinum particles a few nanometres across, supported on carbon, are used as fuel-cell catalysts, so the size chosen here is realistic, and 2.4 J/m² is a reasonable value for clean platinum. The bulk two-electron potential is roughly 1.2 V against the standard hydrogen electrode at unit ion activity, which would put the particle near 1.0 V. A lower ion activity moves both values down together. One assumption clearly broken in such a device is the bare surface, since platinum carries oxygen species at these potentials. If the coverage rose to a full layer with the same gain per adsorbate, the reduction of the fall would be four times larger, about 0.07 V. A true oxide may replace the two-electron route altogether, and the present formula then does not apply. The support, which covers part of the surface, is also left out. Finally, the shift is a statement about equilibrium: it gives the direction of dissolution at a given potential and ion activity, for a smooth particle at its present size, but neither the rate nor the barriers met while single atoms leave. The average over the removal of a whole surface layer is larger, because the particle shrinks on the way: about \(-0.25\) V for a layer of thickness \(a/\sqrt3\) taken from the 2 nm sphere. The inputs to the calculated shifts are listed in the numerical output.

## Computed values

```
particle diameter: 2.0 nm
particle radius: 1.0 nm
surface energy: 2.4 J/m2 = 14.98 eV/nm2
lattice constant (rough): 0.392 nm
volume per atom: 0.01506 nm3
electrons per dissolved atom: 2 (count)
atoms in sphere: 278 (count)
total surface energy: 188.2 eV
chemical potential rise: 0.451 eV
one-atom difference: 0.451 eV
potential shift: -0.226 V = -226 mV
size at free-energy maximum: 278 atoms
mean cost, complete dissolution: 0.677 eV per atom
mean shift, complete dissolution: -0.338 V
shift at diameter 3 nm: -0.150 V
shift at diameter 5 nm: -0.090 V
shift at diameter 10 nm: -0.045 V
clusters 38 to 201 atoms, excess rise: counted 174.0, law 173.9 bonds
clusters 201 to 586 atoms, excess rise: counted 270.0, law 270.0 bonds
surface atoms in 201-atom cluster: 122 (count)
bonds of a corner atom: 6 (count)
facet area factor: 1.099 (ratio)
capacitance (rough): 30 uF/cm2
distance from zero charge (rough): 0.7 V
surface energy drop, double layer: 0.073 J/m2
adsorbate coverage (rough): 0.25 per site
gain per adsorbate (rough): 0.3 eV
site density of (111): 15.0 per nm2
surface energy drop, adsorbates: 0.181 J/m2
surface stress (rough): 5.0 J/m2
bulk modulus (rough): 250 GPa
elastic change of chemical potential: -0.0063 eV
change of fall, facets: +0.022 V
change of fall, double layer: -0.007 V
change of fall, adsorbates: -0.017 V
change of fall, elastic: -0.003 V
fall with all four changes: 0.221 V
```
